# Effective temperature of field-driven hopping at zero lattice temperature

## The failure of the lattice temperature

At zero lattice temperature, equilibrium statistics gives a sharp step. Every state below the Fermi level is full and every state above it is empty. Using this step for hopping carriers in a strong field fails: the factor $\exp(-E/kT)$ forbids states at energy $E$ above the Fermi level, although the field feeds carriers into them.

The field does so by sideways tunnelling. On a band diagram tilted by the field, a carrier moves horizontally and arrives at a site higher relative to the local band edge. Its total energy has not risen. The resulting occupation has a tail governed by

$$
kT_0=\frac{eFa}{2}.
$$

This is an asymptotic law of a position-averaged model with a flat density of states. It does not make the whole distribution a Fermi function at $T_0$, and a dilute network of fixed sites can look considerably hotter.

## Model and conventions

The amplitude of a localized state decays as $\exp(-r/a)$, so the tunnelling rate over a distance $r$ carries the squared factor $\exp(-2r/a)$. This is the origin of the 2 in $T_0$. If $a$ were instead the decay length of the probability density, the law would read $kT_0=eFa$.

Let $E$ be the site energy without the field potential, measured from the Fermi level. Let $x$ be the displacement along the force on the carrier, with $eF>0$ the size of that force. A hop that raises the site energy by $D$ changes the total energy by $D-eFx$. At zero lattice temperature phonons can be emitted but not absorbed, so a hop requires

$$
D-eFx\le 0 .
$$

Allowed hops have rate $\nu_0\exp(-2r/a)$ with constant $\nu_0$. The density of states $g$, per volume and energy, is flat. A site holds at most one carrier. Coulomb interaction and correlations between occupations are neglected.

A hop upward by $D>0$ needs $x\ge D/eF$. The shortest such hop points along the force and has the weight

$$
\exp\!\left(-\frac{2}{a}\frac{D}{eF}\right)=\exp\!\left(-\frac{D}{kT_0}\right).
$$

This identifies the energy scale, but it does not yet give the occupation. That follows from a balance of arrivals and departures, including hops at an angle and climbs in several stages.

## The averaged hopping rate

Measure lengths in $b=a/2$ and energies in $kT_0=eFb$:

$$
u=\frac{E}{kT_0},\qquad v=\frac{D}{kT_0}.
$$

In these units the rate factor is $e^{-r}$ and the hopping condition is $x\ge v$. Since $\int e^{-r}\,d^3r=8\pi$, the allowed fraction of the total hop weight is

$$
w(v)=\frac{1}{8\pi}\int_{x>v}e^{-r}\,d^3r .
$$

For $v\ge0$, the part of a sphere of radius $r>v$ with $x>v$ subtends the solid angle $2\pi(1-v/r)$. Therefore

$$
w(v)=\frac14\int_v^\infty r(r-v)e^{-r}\,dr .
$$

With $r=v+s$ this becomes

$$
w(v)=\frac{e^{-v}}4\int_0^\infty(vs+s^2)e^{-s}\,ds
=\frac{2+v}{4}e^{-v}.
$$

For a fall in site energy, the forbidden region $x<-v$ has the same weight as $x>v$, by reflection. Hence

$$
w(-v)=1-w(v),\qquad v\ge0.
$$

The ratio of upward to downward rates is not a Boltzmann factor. At $v=5$ it is 0.01193, while $e^{-5}=0.00674$. Detailed balance at $T_0$ therefore cannot be assumed.

## The steady state

Average the rates over random site positions. The factors $\nu_0$, $g$ and $8\pi b^3$ multiply arrivals and departures alike and cancel. Define

$$
I(u)=\int_{-\infty}^{\infty} f(u')w(u-u')\,du',
$$

$$
O(u)=\int_{-\infty}^{\infty}[1-f(u')]w(u'-u)\,du'.
$$

An empty site is filled at a rate proportional to $I$, and a full site is emptied at a rate proportional to $O$. The steady state obeys

$$
[1-f(u)]I(u)=f(u)O(u).
$$

If $f(u)$ is a solution, so is $\tilde f(u)=1-f(-u)$. To see this, insert $\tilde f$ into $I$ and put $s=-u'$:

$$
\tilde I(u)=\int[1-f(s)]w(s+u)\,ds=O(-u).
$$

In the same way $\tilde O(u)=I(-u)$, so the balance for $\tilde f$ at $u$ is the balance for $f$ at $-u$. We take the symmetric solution, $f(-u)=1-f(u)$, which puts the Fermi level at $u=0$.

The averaging and the product form of the balance can be separated. In a stochastic test, 2000 carriers occupied 4000 sites spread evenly over $-10<u<10$. Carriers were paired at random with empty sites, hop vectors were drawn with density proportional to $e^{-r}$, and allowed moves were made. At $u=1,3,5$ the occupations were 0.2894, 0.0634 and 0.0115. The balance equation for the same band and energy bins gave 0.2883, 0.0629 and 0.0112. The largest difference is about 2% of the balance value. This supports the product form when partners are redrawn at random; it says nothing about fixed positions.

## Escape from a high state

High in the tail, $O(u)$ has a simple limit. Write

$$
1-f(u')=\theta(u')+q(u'),
$$

where $\theta$ is the unit step. By symmetry $q$ is odd, so its integral vanishes. The step contributes

$$
\int_{-u}^{\infty}w(v)\,dv
=\int_0^u[1-w(v)]\,dv+\int_0^\infty w(v)\,dv
$$

$$
=u+\int_u^\infty w(v)\,dv
=u+\frac{3+u}{4}e^{-u}.
$$

For the remainder, use $w(u'-u)=1-w(u-u')$ and $\int q\,du'=0$:

$$
\int q(u')w(u'-u)\,du'=-\int q(u')w(u-u')\,du'.
$$

Here $q$ is confined near the Fermi level by its decaying tails, and $w(u-u')$ is small there when $u$ is large. This term also vanishes, and

$$
O(u)\to u .
$$

The reason is physical: a high carrier can fall into nearly all the empty states between itself and the Fermi level, and their number grows with $u$. The numerical solution gives $O(12)=12.0003$.

## The tail equation

For $u\gg1$ we have $1-f\simeq1$, so $uf(u)=I(u)$. Put $f(u)=h(u)e^{-u}$ and split the arrivals at $u'=u$. Those from below give

$$
\frac{e^{-u}}4\int_{-\infty}^{u}h(u')(2+u-u')\,du'.
$$

Those from above, with $u'=u+s$, give

$$
e^{-u}\int_0^\infty h(u+s)e^{-s}
\left[1-\frac{2+s}{4}e^{-s}\right]ds .
$$

Let $h$ vary slowly over one unit of $u$, an assumption that the solution must confirm. The second expression is then $\kappa h(u)e^{-u}$, with

$$
\kappa=1-\frac14\left(2\cdot\frac12+\frac14\right)=\frac{11}{16}.
$$

Cancel $e^{-u}$ and set $z=u-\kappa$:

$$
zh=\frac14\int_{-\infty}^{u}h(u')(2+u-u')\,du'.
$$

The first derivative has one term from the upper limit and one from the integrand:

$$
(zh)'=\frac12h+\frac14\int_{-\infty}^{u}h(u')\,du'.
$$

A second derivative removes the integral, $(zh)''=\frac12h'+\frac14h$. Since $(zh)''=zh''+2h'$,

$$
zh''+\frac32h'-\frac14h=0.
$$

Now let $z=y^2$. Then

$$
h'=\frac{h_y}{2y},\qquad
h''=\frac{h_{yy}}{4y^2}-\frac{h_y}{4y^3},
$$

where subscripts denote derivatives with respect to $y$. Substitution gives

$$
\frac14\left(h_{yy}-\frac{h_y}{y}+\frac{3h_y}{y}-h\right)=0,
$$

or $h_{yy}+2h_y/y=h$. This is the same as $(yh)_{yy}=yh$, with the solution

$$
h=\frac{C_1e^{y}+C_2e^{-y}}{y}.
$$

The growing part must be present. If $C_1$ were zero, $zh$ would tend to zero, while the positive integral on the right of the tail equation grows with $u$. The growing part has $h'/h\simeq1/(2\sqrt u)$, which confirms that $h$ varies slowly. Replacing $z$ by $u$ changes $\sqrt u$ by an amount that vanishes at large $u$. Thus

$$
f(u)\simeq A\,\frac{e^{-u+\sqrt u}}{\sqrt u},
$$

where $A$ depends on the core of the distribution.

## What the effective temperature means

Define a local temperature by $1/(kT_{\rm loc})=-d\ln f/dE$. In the tail

$$
-\ln f=u-\sqrt u+\frac12\ln u-\ln A,
$$

so that

$$
\frac{T_0}{T_{\rm loc}}
=1-\frac{1}{2\sqrt u}+\frac1{2u}+\cdots .
$$

The omitted terms begin at order $u^{-3/2}$. Hence $T_{\rm loc}\to T_0$, from above and slowly. At $u=40$ the full balance equation gives the slope 0.9330 and the formula gives 0.9334. The leading effect of $\kappa$ is to lower the slope by $\kappa/(4u^{3/2})$, which agrees with the sign of the difference.

Near the Fermi level another effect enters. A true Fermi function at temperature $T$ has $-d\ln f/dE=(1-f)/(kT)$, so $T_{\rm loc}$ exceeds $T$ wherever $f$ is not small. The value $T_{\rm loc}=1.55\,T_0$ at $u=1$ is thus mainly a property of the definition: multiplied by $1-f=0.71$, it becomes $1.10\,T_0$.

## One dimension: the role of transverse hops

In one dimension the normalized hop weight is $\frac12e^{-|x|}$, and

$$
w_1(v)=\frac12e^{-v},\qquad w_1(-v)=1-w_1(v),\qquad v\ge0.
$$

The escape argument again gives $O\to u$. Arrivals from above now contribute $\kappa_1h$, with

$$
\kappa_1=\int_0^\infty e^{-s}\left(1-\frac12e^{-s}\right)ds=\frac34 .
$$

With $z=u-\kappa_1$ the tail equation is

$$
zh=\frac12\int_{-\infty}^{u}h(u')\,du'.
$$

One derivative gives $zh'+h=h/2$, hence $h'/h=-1/(2z)$ and $h\propto z^{-1/2}$. Therefore

$$
f\propto\frac{e^{-u}}{\sqrt u},\qquad
\frac{T_0}{T_{\rm loc}}=1+\frac1{2u}+\cdots .
$$

The limit is the same, but it is approached from below. At $u=40$ the solved slope is 1.0127 and the law gives 1.0125. The factor $e^{\sqrt u}$ in three dimensions therefore comes from the transverse directions, which add the term proportional to $v$ in $w(v)$.

## Worked example: a cooled amorphous oxide film

Take rough values for localized tail states in amorphous indium gallium zinc oxide: $F=0.1$ MV/cm, $a=1$ nm and $g=3\times10^{20}\ {\rm eV^{-1}cm^{-3}}$. The field is 10 mV/nm, so

$$
kT_0=\frac{(10\ {\rm meV/nm})(1\ {\rm nm})}{2}=5\ {\rm meV},
\qquad T_0=58\ {\rm K}.
$$

The position-averaged balance gives:

| $E$ (meV) | $f$ | $T_{\rm loc}/T_0$ |
|---:|---:|---:|
| 15 | $6.2\times10^{-2}$ | 1.19 |
| 25 | $1.1\times10^{-2}$ | 1.14 |
| 50 | $1.3\times10^{-4}$ | 1.12 |
| 100 | $1.6\times10^{-8}$ | 1.10 |

A least-squares Fermi function, with equal weight at all energies, has the temperature 64 K, or $1.10\,T_0$. This fit describes mainly the core. The asymptotic value $T_0$ is not reached at any energy in the table.

## When site positions are fixed

Averaging needs many competing partners for each site. In the scaled units the density of states is

$$
g\,kT_0\,b^3=(0.3\ {\rm eV^{-1}nm^{-3}})(0.005\ {\rm eV})(0.125\ {\rm nm^3})
=1.9\times10^{-4}.
$$

To find a typical hop distance $R$, count the states that a carrier at the Fermi level can reach within $R$, taking all states above that level as empty. At displacement $x>0$ the accessible energy range is $eFx$, so

$$
N=g\,eF\int_{r<R,\;x>0}x\,d^3r=\frac{\pi}{4}\,g\,eF\,R^4 .
$$

Setting $N=1$ gives

$$
R=\left(\frac{4}{\pi g\,eF}\right)^{1/4}=4.5\ {\rm nm}=9.1\,b .
$$

The nearest usable partner is many decay lengths away. Its precise distance then controls the rate, and an average rate represents few sites well.

Six random networks of 800 fixed sites, in periodic boxes of edge 23 nm with site energies within $\pm22\,kT_0$, measure the consequence. Each site had its own steady occupation, still without correlations. The Fermi fit was $(2.00\pm0.07)T_0$, or 116 K, where the uncertainty is the standard error over the networks. At 25 meV the mean occupation was 0.073, in a bin of half-width 5 meV, against 0.013 for the same bin in the averaged model. This mean is rough: single networks of this size differ by a factor of about four, and boxes of edge 36 nm give 0.09. Within 5 meV of the Fermi level, occupations scattered about the fitted function by 0.38 (rms), so energy alone does not determine them. These numbers depend somewhat on box size and on correlations. Boxes of edge 36 nm give a fit of about $2.1\,T_0$ (121 K). Following individual carriers on networks of 800 sites, which keeps the correlations, raises the fit by about $0.14\,T_0$ (8 K) and lowers the scatter by about 0.04.

In four networks with scaled density 0.01, about 53 times higher, the fit was $(1.10\pm0.01)T_0$, equal to the averaged result within its error. The scatter was still 0.13. Band width and box size also differed between the two sets, so they do not establish a law for the density dependence. A plausible reading, offered as a conjecture, is that unequal distances to the few nearest partners smear the mean distribution.

Between 60 and 100 meV, the mean of $\ln f$ in the dilute networks had a slope corresponding to $1.25\,T_0$. The far tail is thus closer to $T_0$ than the core is, but these data do not prove that it reaches $T_0$.

## Other limits of the law

**Lattice temperature.** At finite $T$, let hops that need phonon absorption carry the factor $\exp[-(D-eFx)/kT]$. In the averaged model, with the field held at 0.1 MV/cm, the Fermi fit is 65 K for a lattice at 4.2 K, 106 K at 77 K and 309 K at 300 K. At room temperature the field thus raises the fitted temperature by about 3% of the lattice value. The zero-temperature occupations need $T\ll T_0$. The limiting slope of the tail is more robust: for any $T<T_0$ the phonon-assisted hops decay at large $v$ as $ve^{-v}$, just like the field-only hops, because it pays to tunnel most of the way and absorb only a small energy. They multiply the upward rate by a factor that tends to $T_0/(T_0-T)$ and leave its decay constant unchanged. In the averaged model $T_{\rm loc}$ therefore still tends to $T_0$, though more slowly: at $T=T_0/2$ the slope at $u=40$ is 0.900 instead of 0.933.

**Shape of the barrier.** For an effective mass of 0.34 electron masses, $a=1$ nm corresponds to a barrier depth

$$
W=\frac{\hbar^2}{2ma^2}=112\ {\rm meV}.
$$

The field lowers the barrier along the path, so the decay constant $1/a$ becomes $(1/a)\sqrt{1-eFx/W}$. The exponent for a climb $D$ is then

$$
\frac2a\int_0^{D/eF}\sqrt{1-\frac{eFx}{W}}\,dx
=\frac{4W}{3eFa}\left[1-\left(1-\frac DW\right)^{3/2}\right].
$$

For $D=5kT_0=25$ meV this is 4.71 instead of 5.00, a reduction of 6%. For $D=100$ meV it is 14.4 instead of 20, so the occupation in the last row of the table belongs to the model with constant $a$ and is not an estimate for the film. Already at $D=50$ meV the exponent is 8.8 instead of 10, a factor of 3.4 in the weight of the hop. Near $D=W$ the carrier reaches the mobility edge and the picture of localized states ends. Below that energy, a carrier in a high state can already tunnel through the remaining barrier into the band, a loss that the model omits. For this film the limit $u\to\infty$ is therefore a mathematical one: only about 22 units of $kT_0$ are available.

**Coulomb interaction.** With relative permittivity 10, two carriers 4.5 nm apart interact with

$$
\frac{e^2}{4\pi\varepsilon_0\varepsilon_rR}=32\ {\rm meV},
$$

about six times $kT_0$. The model omits this energy, and its effect on the distribution has not been computed here. Because the energy is several times $kT_0$, it may change the numbers of the example substantially.

## Comparison with real films

The chosen field corresponds to 10 V across 1 µm, which is strong but attainable in a short channel. The density of states is on the high side and suits tail states near the mobility edge, whereas $a=1$ nm belongs to states 112 meV below it, so the two inputs are illustrative and do not describe the same states. An exponential tail of width 30 meV that starts from the chosen $g$ at the edge has only $7\times10^{18}\ {\rm eV^{-1}cm^{-3}}$ at that depth, which gives $R=11.5$ nm. A state 20 meV below the edge would instead have $a=2.4$ nm and $T_0=137$ K. In real films the tail density varies steeply with energy, so the flat density used here is at best a local approximation. The limit $T_{\rm loc}\to T_0$ was derived for a flat density only; a steep density can change the limiting slope itself, not just the occupations. Most such transistors work near room temperature, where the lattice dominates the distribution in this model and where carriers above the mobility edge can carry much of the current. The result concerns cooled films with carriers held in localized states. Even there, 58 K is the scale set by tunnelling; in the model without Coulomb interaction, fixed positions alone move the fitted temperature to roughly 120 K.

An occupation is also not a conductivity. Inserting $T_0$ into a low-field conductivity formula is a further assumption, because the current depends on connected paths through the network as well as on the energy distribution. The numerical output below lists the values behind these comparisons.

## Computed values

```
field F: 0.10 MV/cm
localization length a: 1.00 nm
density of states: 3.0e+20 1/(eV cm3)
effective mass: 0.34 electron masses
relative permittivity: 10.0
k*T0 = e*F*a/2: 5.000 meV
T0: 58.02 K
position-averaged balance, three dimensions:
 u=1: E=5.0 meV, f=2.875e-01, T_local=89.89 K, ratio=1.5492
 u=3: E=15.0 meV, f=6.244e-02, T_local=69.17 K, ratio=1.1922
 u=5: E=25.0 meV, f=1.110e-02, T_local=66.13 K, ratio=1.1396
 u=10: E=50.0 meV, f=1.323e-04, T_local=65.05 K, ratio=1.1212
 u=20: E=100.0 meV, f=1.589e-08, T_local=63.61 K, ratio=1.0963
 u=40: E=200.0 meV, f=1.498e-16, T_local=62.19 K, ratio=1.0719
escape integral at u=12: 12.00027
slope 3D at u=30: solved 0.92467, law 0.92538
slope 1D at u=30: solved 1.01707, law 1.01667
slope 3D at u=40: solved 0.93295, law 0.93344
slope 1D at u=40: solved 1.01273, law 1.01250
up/down rate ratio, v=1: 0.38104; Boltzmann at T0: 0.36788
up/down rate ratio, v=5: 0.01193; Boltzmann at T0: 0.00674
stochastic process u=1: f=0.28935, balance 0.28825
stochastic process u=3: f=0.06344, balance 0.06288
stochastic process u=5: f=0.01145, balance 0.01119
Fermi fit of averaged balance: 64.11 K, 1.105 T0
lattice at 4.2 K: Fermi fit 65.39 K
lattice at 77.0 K: Fermi fit 106.35 K
lattice at 300.0 K: Fermi fit 309.42 K
sites per b^3 per k*T0, example: 1.875e-04
typical hop distance: 4.54 nm, 9.08 b
energy eF times typical hop: 45.4 meV
fixed network, density 0.01: Fermi fit 1.10 T0, standard error 0.01 T0
fixed network, example: Fermi fit 2.00 T0, standard error 0.07 T0
fixed network, example: Fermi fit 116 K
rms scatter of f near u=0: averaged 0.000, density 0.01 0.126, example 0.378
network box edge, example: 23.0 nm
fixed network, example, u=5: mean f=7.344e-02
fixed network, example, u=10: mean f=3.155e-03
fixed network, example, u=15: mean f=4.250e-05
fixed network, log-mean tail u=12-20: 1.25 T0
network solver minus time integration, largest: 8.6e-13
barrier depth from a and mass: 112.1 meV
tunnel exponent for 5 k*T0: straight 5.000, bent 4.710
Coulomb energy at typical hop: 31.7 meV
```
